# The $1/q$ Divergence of the Electron--Phonon Matrix Element in Polar Crystals: verification in Python

```python
# Result under test: dipolar (Vogl / Verdi-Giustino) electron-phonon matrix element
#  g^L_mn = i(4 pi e^2/Vol) sum_kappa sum_G [K.Z*_kappa.u_kappa/(K.eps.K)] exp(-iK.tau) <u_m,k+q|e^{iGr}|u_n,k>
#  K=q+G, u_kappa=sqrt(hbar/2M w) e_kappa, Z*_ab=(Vol/e) dP_a/du_b at zero field, eps=clamped-ion tensor.
#  As q->0: g = A(qhat) delta_mn/q + O(1), A = i(4 pi e^2/Vol) qhat.Z*.u/(qhat.eps.qhat);
#  |A|^2=(4 pi e^2 hbar/Vol)/eps_L'(w), eps_L(w)=qhat.eps(w).qhat=0 at coupled modes.
# Part 1 (Hartree units): triclinic polarizable-ion crystal solved with all local fields at finite q.
# Part 2: anisotropic Green function.  Part 3 (meV, Angstrom): uniaxial worked example.
import numpy as np, sympy as sp
from scipy.special import erfc
from scipy.optimize import brentq
from scipy import constants as sc
pi = np.pi
def ints(n):
    r = np.arange(-n, n+1)
    return np.array(np.meshgrid(r, r, r, indexing='ij')).reshape(3, -1).T.astype(float)
def fmt(v, d=4): return " ".join(f"{x:.{d}f}" for x in np.ravel(v))
def unit(v): v = np.array(v, float); return v/np.linalg.norm(v)

def dipole_tensor(lat, tau, q, eta=0.5):
    # field at site i from dipoles d_j exp(iq.R); at q=0 the K=0 (macroscopic) term is absent
    vol = abs(np.linalg.det(lat)); R = ints(4)@lat
    K = ints(7)@(2*pi*np.linalg.inv(lat).T) + q
    K2 = (K**2).sum(1); K = K[K2 > 1e-18]; K2 = K2[K2 > 1e-18]
    n = len(tau); T = np.zeros((3*n, 3*n), complex)
    for i in range(n):
        for j in range(n):
            x0 = tau[i]-tau[j]
            w = -4*pi/vol*np.exp(-K2/(4*eta**2))/K2*np.exp(1j*K@x0)
            blk = np.einsum('k,ka,kb->ab', w, K, K)
            x = x0-R; r = np.linalg.norm(x, axis=1); m = r > 1e-9
            x = x[m]; r = r[m]; ph = np.exp(1j*R[m]@q)
            gs = 2*eta*r/np.sqrt(pi)*np.exp(-(eta*r)**2)
            B = (erfc(eta*r)+gs)/r**3; C = (3*erfc(eta*r)+gs*(3+2*(eta*r)**2))/r**5
            blk = blk + np.einsum('k,ka,kb->ab', ph*C, x, x) - np.eye(3)*np.sum(ph*B)
            if i == j: blk = blk + 4*eta**3/(3*np.sqrt(pi))*np.eye(3)
            T[3*i:3*i+3, 3*j:3*j+3] = blk
    return T
assert np.allclose(dipole_tensor(6*np.eye(3), np.zeros((1, 3)), np.zeros(3)), 4*pi/(3*216)*np.eye(3), atol=1e-11)

lat = np.array([[6, 0, 0], [0.5, 6.2, 0], [0.4, -0.3, 7.0]]); vol = np.linalg.det(lat)
rec = 2*pi*np.linalg.inv(lat).T
tau = np.array([[0, 0, 0], [0.46, 0.53, 0.5]])@lat
qt = np.array([0.11, -0.07, 0.2])
assert np.allclose(dipole_tensor(lat, tau, qt, 0.5), dipole_tensor(lat, tau, qt, 0.4), atol=1e-11)
Zion = np.array([1.0, -1.0]); Zd = np.diag(np.repeat(Zion, 3)); spring = 0.06; smear = 1.0
mass = np.repeat([25.0, 40.0], 3)*sc.atomic_mass/sc.m_e; sm = np.sqrt(mass)
alpha = np.zeros((6, 6)); alpha[:3, :3] = 3*np.eye(3)
alpha[3:, 3:] = [[12, 3, 1], [3, 10, -2], [1, -2, 14]]
J = np.vstack([np.eye(3), np.eye(3)])
T0 = dipole_tensor(lat, tau, np.zeros(3)).real
Lam = np.zeros((6, 6)); tz = T0@Zd@J; Lam[:3, :3] = tz[:3]; Lam[3:, 3:] = tz[3:]  # static field gradient
def solve_model(q):
    # returns (total dipoles per displacement, force constants, dipole response to an applied field)
    T = dipole_tensor(lat, tau, q); Phi = np.zeros((6, 6), complex)
    for n in np.ndindex(2, 2, 2):
        R = -np.array(n)@lat; d = unit(R+tau[1]-tau[0]); kk = spring*np.outer(d, d)
        Phi[:3, :3] += kk; Phi[3:, 3:] += kk
        Phi[:3, 3:] -= kk*np.exp(1j*q@R); Phi[3:, :3] -= kk*np.exp(-1j*q@R)
    resp = np.linalg.inv(np.linalg.inv(alpha)-T); W = T@Zd-Lam
    return Zd+resp@W, Phi-Zd@T@Zd+Zd@Lam-W.conj().T@resp@W, resp
dip0, C0, resp0 = [a.real for a in solve_model(np.zeros(3))]
Zs = J.T@dip0; eps = np.eye(3)+4*pi/vol*J.T@resp0@J
eps_static = eps+4*pi/vol*Zs@np.linalg.pinv(C0, rcond=1e-8)@Zs.T
assert np.linalg.eigvalsh(resp0).min() > 0 and abs(Zs@J).max() < 1e-11
def V_true(K, d):   # electron potential of the self-consistent dipoles d
    K2 = (K**2).sum(-1)
    return 4j*pi/vol*np.exp(-K2*smear**2/4)/K2*sum((K@d[3*a:3*a+3])*np.exp(-1j*K@tau[a]) for a in range(2))
def V_dip(K, u, damp):   # dipolar formula with optional Gaussian damping
    den = np.einsum('...a,ab,...b->...', K, eps, K)
    s = sum((K@(Zs[:, 3*a:3*a+3]@u[3*a:3*a+3]))*np.exp(-1j*K@tau[a]) for a in range(2))
    return 4j*pi/vol*s/den*np.exp(-damp*den/4)
print(f"MODEL (Hartree a.u.): Vol={vol:.3f} bohr^3, spring={spring} Ha/bohr^2, masses 25, 40 u")
for r in range(3): print(f"Z*_A row {r+1} (e): {fmt(Zs[r, :3])} | eps_inf row {r+1}: {fmt(eps[r])}")
dirs = [unit([1, 2, 3]), unit([2, -1, 0.5]), unit([0, 1, -1])]
Zt = np.hstack([Zs[:, :3].T, Zs[:, 3:].T]); e_ok = e_tr = 0
for qh in dirs:
    q = 1e-6*qh; dip = solve_model(q)[0]
    num = np.array([1e-6*V_true(q, dip[:, b]) for b in range(6)])
    pre = 4j*pi/vol/(qh@eps@qh); nn = abs(num).max()
    e_ok = max(e_ok, abs(num-pre*qh@Zs).max()/nn); e_tr = max(e_tr, abs(num-pre*qh@Zt).max()/nn)
assert e_ok < 1e-4 and e_tr > 1e-3   # the correction is of order q times the cell size
print(f"q*V(q) relative error at q=1e-6/bohr: q.Z* {e_ok:.1e}, transposed Z* {e_tr:.1e}")
qh = dirs[0]
# G != 0 component: bounded, direction dependent, not the dipolar G term
ux = np.eye(6)[0]
def VG1(s, d): return V_true(s*d+rec[0], solve_model(s*d)[0]@ux)
v1, v1b, v2 = VG1(1e-6, dirs[0]), VG1(1e-5, dirs[0]), VG1(1e-6, dirs[1])
vd = V_dip(rec[0], ux, 0)*np.exp(-rec[0]@rec[0]*smear**2/4)
assert abs(v1/v1b-1) < 1e-3 and abs(v1/v2-1) > 1e-2 and abs(vd/v1-1) > 1e-2
print(f"|V(q+b1)|, atom A along x (Ha/bohr): dir1 {abs(v1):.5f}, dir2 {abs(v2):.5f}, dipolar term {abs(vd):.5f}")
# rigid translation modulated by exp(iq.r)
tr = []
for s in (1e-4, 1e-5):
    q = s*qh; u = np.concatenate([np.exp(1j*q@tau[a])*dirs[1] for a in range(2)])
    tr.append(V_true(q, solve_model(q)[0]@u)); assert abs(V_dip(q, u, 0)) < 1e-2*abs(tr[-1])
assert abs(tr[0]/tr[1]-1) < 1e-2 and abs(tr[1]) > 1e-5
print(f"translation |V(q)| (Ha/bohr): q=1e-4 {abs(tr[0]):.6f}, q=1e-5 {abs(tr[1]):.6f}")
# Bloch states in 125 plane waves
Gv = ints(2)@rec; dG = Gv[:, None, :]-Gv[None, :, :]; G2 = (dG**2).sum(-1)+np.eye(len(Gv))
Vc = sum(-4*pi*Zion[a]/vol*np.exp(-1j*dG@tau[a]) for a in range(2))*np.exp(-G2*smear**2/4)/G2
np.fill_diagonal(Vc, 0)
def bands(k): return np.linalg.eigh(np.diag(0.5*((k+Gv)**2).sum(1))+Vc)
kpt = np.array([0.13, 0.21, 0.08])@rec; ek, ck = bands(kpt)
Cna = C0+4*pi/vol*np.outer(qh@Zs, qh@Zs)/(qh@eps@qh)
w2, el = np.linalg.eigh(Cna/np.outer(sm, sm)); assert w2[3] > 1e3*abs(w2[:3]).max()
wl = np.sqrt(w2[3:]); el = el[:, 3:]
Alim = np.array([4j*pi/vol*(qh@Zs@(el[:, n]/sm))/np.sqrt(2*wl[n])/(qh@eps@qh) for n in range(3)])
res = {}
for s in (1e-5, 1e-6):
    q = s*qh; dip, C, _ = solve_model(q); x2, ev = np.linalg.eigh(C/np.outer(sm, sm))
    cq = bands(kpt+q)[1]
    for m in range(2):
        o = cq[:, m].conj()@ck[:, m]; cq[:, m] *= o/abs(o)   # smooth gauge
    w = np.sqrt(x2[3:]); g = np.zeros((3, 2), complex); gl = g.copy()
    for n in range(3):
        e = ev[:, 3+n]; o = el[:, n]@e; e = e*abs(o)/o; u = e/sm/np.sqrt(2*w[n])
        g[n] = cq[:, :2].conj().T@V_true(q+dG, dip@u)@ck[:, 0]
        gl[n] = cq[:, :2].conj().T@V_dip(q+dG, u, 1.0)@ck[:, 0]
    res[s] = (w, g, gl, cq[:, 1].conj()@ck[:, 0])
w, g, gl, ov = res[1e-6]; _, gb, glb, ovb = res[1e-5]
assert abs(w/wl-1).max() < 1e-7
assert abs(1e-6*g[:, 0]-Alim).max() < 1e-4*abs(Alim).max()
slope = np.log10(abs(gb[2, 0])/abs(g[2, 0])); assert abs(slope+1) < 1e-3
assert abs((g-gl)-(gb-glb)).max() < 1e-2*abs(g-gl).max()
assert abs(g[:, 1]-gb[:, 1]).max() < 1e-2*abs(g[:, 1]).max()
kp = (ck[:, 1].conj()*((kpt+Gv)@qh))@ck[:, 0]/(ek[1]-ek[0])
assert abs(ovb/(1e-5*kp)-1) < 1e-3
def epsL(x): return qh@eps@qh+4*pi/vol*(qh@Zs)@np.linalg.solve(C0-np.diag(mass)*x**2, Zs.T@qh)
for n in range(3):
    der = epsL(w[n]+1e-20j).imag/1e-20   # complex-step derivative
    assert abs(epsL(w[n])/(w[n]*der)) < 1e-6
    assert abs(abs(1e-6*g[n, 0])**2-4*pi/vol/der) < 2e-4*abs(Alim).max()**2
lhs = np.sum(2*abs(1e-6*g[:, 0])**2/w); rhs = 4*pi/vol*(1/(qh@eps@qh)-1/(qh@eps_static@qh))
assert abs(lhs/rhs-1) < 2e-4
print(f"qhat ~ (1,2,3): omega (1e-3 Ha) {fmt(1e3*w)}")
print(f"q|g_00| full (1e-3 Ha/bohr): {fmt(1e-3*abs(g[:, 0]))}; formula: {fmt(1e3*abs(Alim))}")
print(f"log slope of |g_00|, top mode: {slope:.5f}")
print(f"top mode |g-g^L|_00 (1e-3 Ha): q=1e-5 {1e3*abs(gb-glb)[2,0]:.4f}, q=1e-6 {1e3*abs(g-gl)[2,0]:.4f}")
print(f"top mode |g_10| (1e-3 Ha): q=1e-5 {1e3*abs(gb[2,1]):.4f}, q=1e-6 {1e3*abs(g[2,1]):.4f}")
print(f"overlap/q (bohr): direct {abs(ovb)/1e-5:.4f}, k.p {abs(kp):.4f}")
print(f"sum rule (Ha/bohr^2): modes {lhs:.6f}, dielectric {rhs:.6f}")

# Part 2: Green function of div(eps grad)
xs = sp.symbols('x y z'); X = sp.Matrix(xs); Em = sp.Matrix([[5, 1, 2], [1, 6, -1], [2, -1, 7]])
Gf = 1/sp.sqrt((X.T*Em.inv()*X)[0])
lap = sum(Em[a, b]*sp.diff(Gf, xs[a], xs[b]) for a in range(3) for b in range(3))
assert abs(sp.N(lap.subs(dict(zip(xs, (sp.Rational(3, 7), -2, 1)))), 30)) < 1e-20
ct, wt = np.polynomial.legendre.leggauss(300); ph = 2*pi*np.arange(300)/300; st = np.sqrt(1-ct**2)
rh = np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)), np.outer(ct, np.ones(300))], -1)
s0 = np.sqrt(np.einsum('...a,ab,...b->...', rh, np.linalg.inv(eps), rh))
for lam in (0.5, 0.2):   # radial integral of r exp(-c r) is 1/c^2; angles by quadrature
    ft = np.sum(wt[:, None]/(s0*(lam*s0+1j*rh@qh)**2))*2*pi/300/np.sqrt(np.linalg.det(eps))
    ref = 4*pi/(qh@eps@qh+lam**2); assert abs(ft/ref-1) < 1e-8
    print(f"Green transform, |q|=1/bohr, lambda={lam}/bohr (bohr^2): quadrature {ft.real:.8f}, formula {ref:.8f}")

# Part 3: uniaxial example
e2 = sc.e/(4*pi*sc.epsilon_0*1e-10)*1e3; hb2 = sc.hbar**2/(sc.atomic_mass*1e-20)/sc.e*1e3
V = 25.0; M = np.repeat([15.0, 30.0], 3); mu = M[0]*M[3]/(M[0]+M[3])
Z = np.array([2, 2, 2.5]); ei = np.array([5., 5, 6]); wT = np.array([60., 60, 55])
c4 = 4*pi*e2/V; S = c4*hb2*Z**2/mu; e0 = ei+S/wT**2
Zf = np.hstack([np.diag(Z), -np.diag(Z)]); Cb = np.kron([[1, -1], [-1, 1]], np.diag(mu*wT**2))
print(f"EXAMPLE: Vol={V} A^3, M={M[0]},{M[3]} u, mu={mu:.1f} u")
print(f"perp/par: Z*={Z[0]},{Z[2]} e; eps_inf={ei[0]},{ei[2]}; hw_TO={wT[0]},{wT[2]} meV")
print(f"e^2/(4 pi eps0)={e2:.2f} meV A; hbar^2/u={hb2:.5f} meV A^2; 4 pi e^2/Vol={c4:.2f} meV/A^2")
print(f"oscillator strengths perp/par: {S[0]:.1f}, {S[2]:.1f} meV^2; eps_static: {e0[0]:.4f}, {e0[2]:.4f}")
print("theta(deg) | qLO: hw(meV) q|g|(meV/A) L | qTO: hw q|g| L | ordinary: hw q|g| ; L=(qhat.u_rel)^2/u_rel^2")
for th in (0, 15, 30, 45, 60, 75, 90):
    n = np.array([np.sin(np.radians(th)), 0, np.cos(np.radians(th))]); en = n@(ei*n)
    x2, ev = np.linalg.eigh((Cb+c4*hb2*np.outer(n@Zf, n@Zf)/en)/np.sqrt(np.outer(M, M)))
    io = 3 if ev[1, 3]**2 > ev[1, 4]**2 else 4; order = [5, 7-io, io]
    ww = np.sqrt(x2[order]); uu = [ev[:, i]*np.sqrt(hb2/(2*M*x)) for i, x in zip(order, ww)]
    A = np.array([c4*abs(n@Zf@u)/en for u in uu]); rel = [u[:3]-u[3:] for u in uu]
    L = [(n@r)**2/(r@r) for r in rel]
    fL = lambda x: np.sum(n**2*(ei+S/(wT**2-x**2)))
    assert A[2] < 1e-8 and abs(ww[2]-wT[1]) < 1e-8
    assert abs(np.sum(2*A**2/ww)/(c4*(1/en-1/(n@(e0*n))))-1) < 1e-10
    if 0 < th < 90:
        roots = [brentq(fL, 60+1e-7, 300, xtol=1e-13), brentq(fL, 55+1e-7, 60-1e-7, xtol=1e-13)]
        for i in range(2):
            assert abs(roots[i]-ww[i]) < 1e-8
            assert abs(A[i]**2*fL(roots[i]+1e-20j).imag/1e-20/c4-1) < 1e-7
        assert A[1] > 1e-3*A[0]
    else:
        a = 2 if th == 0 else 0; wLO = wT[a]*np.sqrt(e0[a]/ei[a])
        assert abs(ww[0]-wLO) < 1e-8 and A[1] < 1e-8
        assert abs(A[0]**2/(0.5*c4*wLO*(1/ei[a]-1/e0[a]))-1) < 1e-10
    print(f"{th:2d} | {ww[0]:.3f} {A[0]:.3f} {L[0]:.4f} | {ww[1]:.3f} {A[1]:.3f} {L[1]:.4f} | {ww[2]:.3f} {A[2]:.3f}")
    if th == 45: keep = (n, en, ww, A, rel, fL)
n, en, ww, A, rel, fL = keep
D2 = np.diag(wT**2)+np.outer(n*np.sqrt(S), n*np.sqrt(S))/en
print(f"45 deg: qhat.eps_inf.qhat={en:.4f}; qhat.eps_static.qhat={n@(e0*n):.4f}")
print(f"45 deg: xz block Dxx={D2[0,0]:.2f}, Dzz={D2[2,2]:.2f}, Dxz={D2[0,2]:.2f} meV^2")
for i, name in enumerate(("qLO", "qTO")):
    r = rel[i]*np.sign(rel[i][0]); d = r/np.linalg.norm(r)
    print(f"45 deg {name}: direction (x,z)=({d[0]:.4f},{d[2]:.4f}), |u_rel|={np.linalg.norm(r):.5f} A")
    print(f"45 deg {name}: qhat.Z*.u={n@(Z*r):.5f} A, d eps_L/d(hw)={fL(ww[i]+1e-20j).imag/1e-20:.4f} 1/meV")
    print(f"45 deg {name}: |g| at q=0.05 1/A: {A[i]/0.05:.2f} meV; at q=0.025 1/A: {A[i]/0.025:.2f} meV")
print(f"45 deg ratio |g_qTO|/|g_qLO|={A[1]/A[0]:.4f}")
print(f"45 deg sum rule (meV/A^2): modes {np.sum(2*A**2/ww):.3f}, dielectric {c4*(1/en-1/(n@(e0*n))):.3f}")
print("every check passed")
```

It prints:

```
MODEL (Hartree a.u.): Vol=260.400 bohr^3, spring=0.06 Ha/bohr^2, masses 25, 40 u
Z*_A row 1 (e): 1.2123 0.0236 -0.0042 | eps_inf row 1: 2.0064 0.2527 0.0640
Z*_A row 2 (e): 0.0222 1.2140 -0.0436 | eps_inf row 2: 0.2527 1.8191 -0.1427
Z*_A row 3 (e): -0.0287 0.0059 1.5160 | eps_inf row 3: 0.0640 -0.1427 2.0765
q*V(q) relative error at q=1e-6/bohr: q.Z* 5.4e-06, transposed Z* 4.1e-02
|V(q+b1)|, atom A along x (Ha/bohr): dir1 0.03201, dir2 0.03900, dipolar term 0.02143
translation |V(q)| (Ha/bohr): q=1e-4 0.003478, q=1e-5 0.003478
qhat ~ (1,2,3): omega (1e-3 Ha) 2.0738 2.2540 2.6641
q|g_00| full (1e-3 Ha/bohr): 0.3499 0.5274 2.7326; formula: 0.3499 0.5274 2.7326
log slope of |g_00|, top mode: -1.00000
top mode |g-g^L|_00 (1e-3 Ha): q=1e-5 0.0055, q=1e-6 0.0055
top mode |g_10| (1e-3 Ha): q=1e-5 2.3097, q=1e-6 2.3097
overlap/q (bohr): direct 0.4482, k.p 0.4482
sum rule (Ha/bohr^2): modes 0.005971, dielectric 0.005971
Green transform, |q|=1/bohr, lambda=0.5/bohr (bohr^2): quadrature 5.64709784, formula 5.64709784
Green transform, |q|=1/bohr, lambda=0.2/bohr (bohr^2): quadrature 6.23554753, formula 6.23554753
EXAMPLE: Vol=25.0 A^3, M=15.0,30.0 u, mu=10.0 u
perp/par: Z*=2.0,2.5 e; eps_inf=5.0,6.0; hw_TO=60.0,55.0 meV
e^2/(4 pi eps0)=14399.65 meV A; hbar^2/u=4.18016 meV A^2; 4 pi e^2/Vol=7238.05 meV/A^2
oscillator strengths perp/par: 12102.5, 18910.1 meV^2; eps_static: 8.3618, 12.2513
theta(deg) | qLO: hw(meV) q|g|(meV/A) L | qTO: hw q|g| L | ordinary: hw q|g| ; L=(qhat.u_rel)^2/u_rel^2
 0 | 78.592 155.526 1.0000 | 60.000 0.000 0.0000 | 60.000 0.000
15 | 78.524 155.281 1.0000 | 59.744 8.096 0.0000 | 60.000 0.000
30 | 78.339 154.532 0.9999 | 58.998 14.775 0.0001 | 60.000 0.000
45 | 78.087 153.322 0.9999 | 57.851 18.355 0.0001 | 60.000 0.000
60 | 77.838 151.897 1.0000 | 56.530 17.144 0.0000 | 60.000 0.000
75 | 77.657 150.722 1.0000 | 55.433 10.480 0.0000 | 60.000 0.000
90 | 77.592 150.264 1.0000 | 55.000 0.000 0.0000 | 60.000 0.000
45 deg: qhat.eps_inf.qhat=5.5000; qhat.eps_static.qhat=10.3065
45 deg: xz block Dxx=4700.23, Dzz=4744.10, Dxz=1375.28 meV^2
45 deg qLO: direction (x,z)=(0.7014,0.7127), |u_rel|=0.05174 A
45 deg qLO: qhat.Z*.u=0.11651 A, d eps_L/d(hw)=0.3079 1/meV
45 deg qLO: |g| at q=0.05 1/A: 3066.43 meV; at q=0.025 1/A: 6132.87 meV
45 deg qTO: direction (x,z)=(0.7127,-0.7014), |u_rel|=0.06011 A
45 deg qTO: qhat.Z*.u=-0.01395 A, d eps_L/d(hw)=21.4830 1/meV
45 deg qTO: |g| at q=0.05 1/A: 367.11 meV; at q=0.025 1/A: 734.22 meV
45 deg ratio |g_qTO|/|g_qLO|=0.1197
45 deg sum rule (meV/A^2): modes 613.732, dielectric 613.732
every check passed
```
